\section*{Decision Time of a Cross-Coupled Sense Latch in Its Linear Range}

When a ferroelectric memory cell is read, it leaves a voltage difference of perhaps a tenth of a volt between two bit lines, and a latch must turn this into a logic level. The designer has to decide whether to disconnect the long bit lines before the latch is switched on, and how long to wait before its output is used. Both choices depend on how the decision time varies with the capacitance on the latch nodes, the strength of the transistors and the size of the signal.

The latch consists of two identical inverters, each driving the input of the other. Let $V_1$ and $V_2$ be the two node voltages. The inverter that drives node 1 has $V_2$ as its input, and the inverter that drives node 2 has $V_1$. Each node has a capacitance $C$ to fixed potentials, which includes the gates, junctions and wiring attached to it. Capacitance between the two nodes is left out at first.

Let $I(V_{\rm in},V_{\rm out})$ be the current that an inverter delivers to its output node. It is the current supplied by the p-channel transistor minus the current removed by the n-channel transistor. At the balance voltage $V_M$, with input and output both at $V_M$, these currents are equal and $I=0$. To first order about this point,
\begin{equation}
I=-g_m(V_{\rm in}-V_M)-g_o(V_{\rm out}-V_M),
\end{equation}
where $g_m=-\partial I/\partial V_{\rm in}$ and $g_o=-\partial I/\partial V_{\rm out}$ are taken at balance. A rise of the input strengthens the n-channel device and weakens the p-channel device. Both changes reduce $I$, so $g_m$ is positive and is the sum of the two transistor transconductances. The output conductance $g_o$ is now neglected against $g_m$.

The current into each node charges its capacitance:
\begin{align}
C\frac{dV_1}{dt}&=-g_m(V_2-V_M),\\
C\frac{dV_2}{dt}&=-g_m(V_1-V_M).
\end{align}
The equations are coupled, but they separate in the difference $D=V_1-V_2$ and the common error $S=V_1+V_2-2V_M$. Subtracting the second equation from the first gives
\begin{equation}
C\frac{dD}{dt}=-g_m(V_2-V_M)+g_m(V_1-V_M)=g_mD,
\end{equation}
while adding them gives
\begin{equation}
C\frac{dS}{dt}=-g_m(V_1+V_2-2V_M)=-g_mS.
\end{equation}
With $\tau=C/g_m$ and initial values $D_0$ and $S_0$, the solutions are
\begin{equation}
D=D_0e^{t/\tau},\qquad S=S_0e^{-t/\tau}.
\end{equation}
The signs have a direct meaning. If node 1 is the higher one, it makes its inverter pull node 2 down, and the lower node 2 makes the other inverter pull node 1 up. The difference feeds itself. If both nodes are too high, both inverters pull down, and the common error dies away.

Take $D_0>0$; for the opposite signal the two nodes exchange roles. The decision is complete when $D$ reaches a chosen value $D_f>D_0$. Separating the variables and integrating,
\begin{equation}
\int_{D_0}^{D_f}\frac{dD}{D}=\frac{1}{\tau}\int_0^t dt',
\end{equation}
so that
\begin{equation}
t=\frac{C}{g_m}\ln\frac{D_f}{D_0}.
\end{equation}
Capacitance in farads divided by conductance in siemens is a time in seconds, and the logarithm has no unit.

If $D_f=D_0+\Delta$ with $\Delta\ll D_0$, the logarithm is close to $\Delta/D_0$ and $t\approx C\Delta/(g_mD_0)$. This is the time to charge a capacitance with a nearly constant current, before the feedback has had time to strengthen it. In the opposite limit, $D_0\to0$, the time grows without bound: a noiseless latch started in perfect balance does not decide. Read backwards, the formula gives the smallest signal that can be resolved in an allotted time $T$, namely $D_0=D_fe^{-T/\tau}$.

At fixed $D_f$, doubling the signal saves $\tau\ln2$, whereas halving $\tau$ halves the whole time. Wider transistors do not reduce $\tau$ indefinitely, however. If the width is $W$, the transconductance is $gW$ and the node capacitance is $C_{\rm w}+cW$, then $\tau=C_{\rm w}/(gW)+c/g$. Widening reduces the part due to the fixed wiring capacitance $C_{\rm w}$ but leaves $c/g$ unchanged.

The formula needs a constant $g_m$, and a transistor model shows how far this holds. Let the two devices be matched, with threshold voltage $V_T$, current factor $\beta$ and slope factor $n$, and let the supply be $V_{DD}$, so that $V_M=V_{DD}/2$. When both devices are on and saturated, the square law gives
\begin{equation}
I=\frac{\beta}{2n}\left[(V_{DD}-V_{\rm in}-V_T)^2-(V_{\rm in}-V_T)^2\right].
\end{equation}
The difference of squares factors into $V_{DD}-2V_{\rm in}$ times $V_{DD}-2V_T$, hence
\begin{equation}
I=-\frac{\beta}{n}(V_{DD}-2V_T)\left(V_{\rm in}-\frac{V_{DD}}{2}\right).
\end{equation}
The curvatures of the two devices cancel, and $g_m=\beta(V_{DD}-2V_T)/n$ is constant in this model. The p-channel device turns off when its input reaches $V_{DD}-V_T$, which lies $V_{DD}/2-V_T$ above balance. With $S=0$ the other node is equally far below, so the linear range ends at
\begin{equation}
D_f=V_{DD}-2V_T.
\end{equation}
The n-channel device is then still saturated if its drain voltage $V_T$ exceeds $(V_{DD}-2V_T)/n$.

For an example, take a hafnium zirconium oxide capacitor with $2P_r=40\ \mu{\rm C/cm^2}$, area $A=0.05\ \mu{\rm m^2}$, thickness 10 nm and relative permittivity 30. The charge $P_rA$ is 10.0 fC, and the linear capacitance is $C_d=\varepsilon_0\varepsilon_rA/d=1.33$ fF. The bit line has $C_{BL}=100$ fF, including the latch node connected to it, and is precharged to 0.45 V. The plate starts at the same voltage and is raised by $V_s=2.5$ V. If the bit line rises by $u$, the cell voltage is $V_s-u$, and charge balance requires
\begin{equation}
C_{BL}u=Q+C_d(V_s-u),\qquad u=\frac{Q+C_dV_s}{C_{BL}+C_d}.
\end{equation}
Here $Q=2P_rA$ if the polarization reverses (a stored one) and $Q=0$ if it does not (a stored zero). The two levels are 0.680 V and 0.483 V. A reference midway between them, at 0.581 V, leaves
\begin{equation}
D_0=\frac{P_rA}{C_{BL}+C_d}=\frac{10.0\ {\rm fC}}{101.3\ {\rm fF}}=98.7\ {\rm mV}
\end{equation}
for either state. Switches then isolate the latch from the bit lines, and each latch node keeps $C=20$ fF.

The latch has $V_{DD}=1.2$ V, $V_T=0.4$ V, $\beta=1.0\ {\rm mA/V^2}$ and $n=1.3$ at 300 K. The square law would give $g_m=0.308$ mS. A smoother model also covers weak inversion. With $U_T=k_BT/e$, $L(x)=\ln(1+e^x)$ and $v_p=(V_G-V_T)/n$, its drain current is
\begin{equation}
I_D=2n\beta U_T^2\left[L^2\!\left(\frac{v_p}{2U_T}\right)-L^2\!\left(\frac{v_p-V_D}{2U_T}\right)\right].
\end{equation}
Gate and drain voltages $V_G$ and $V_D$ are measured from the source; for the p-channel device they are counted downward from the supply. For large positive $x$, $L(x)\approx x$, and the first term returns the square law. The second term is negligible at balance. Since $dL/dx=1/(1+e^{-x})$, differentiating the first term and adding the two devices gives
\begin{equation}
g_m=4\beta U_T\frac{L(x)}{1+e^{-x}},\qquad x=\frac{V_{DD}/2-V_T}{2nU_T}.
\end{equation}
Here $x=2.98$ and $g_m=0.298$ mS. Therefore
\begin{equation}
\tau=\frac{20\ {\rm fF}}{0.2977\ {\rm mS}}=67.2\ {\rm ps}.
\end{equation}
The linear range ends at $D_f=1.2-0.8=0.4$ V, where the saturation condition is met because $0.4/1.3=0.31$ V is less than 0.4 V. The decision time is
\begin{equation}
t=67.2\ {\rm ps}\times\ln\frac{400}{98.69}=67.2\ {\rm ps}\times1.40=94.0\ {\rm ps}.
\end{equation}

As far as speed is concerned, this answers the first design question for these values. If the bit lines stayed connected through switches of negligible resistance, $C$ would be about 100 fF and the same logarithm would give about 470 ps, if charge exchanged with the cell during the decision is ignored. Isolation then shortens the decision fivefold, because $t$ is proportional to $C$ at fixed $g_m$, $D_0$ and $D_f$. This factor is an upper limit. Switch resistance partly decouples the bit lines even when the switches stay on: with 80 fF behind each switch, the nonlinear transistor model gives about 330 ps for 1 k$\Omega$ and 134 ps for 5 k$\Omega$, so that isolation gains only a factor of 3.5 or 1.4.

Integrating the two node equations with the smooth transistor model, by an adaptive Runge--Kutta method, gives 93.6 ps for a stored one and 93.5 ps for a stored zero. Both are within 1\% of the linear result. The ratio of inverter current to input deviation is 2\% larger at $D_f$ than at balance, which is consistent with the slightly shorter times. The initial common errors $S_0$ are 62 mV and $-136$ mV for the two states. In the linear solution they shrink by the factor $D_0/D_f=0.25$ during the decision, and they do little harm here.

Weaker signals show the logarithm plainly. Starting with $S_0=0$ and keeping $D_f=0.4$ V, the times are as follows.
\begin{center}
\begin{tabular}{ccc}
$D_0$ (mV) & formula (ps) & nonlinear model (ps)\\
10 & 247.9 & 247.5\\
1 & 402.6 & 402.2\\
0.1 & 557.3 & 556.9
\end{tabular}
\end{center}
Each tenfold loss of signal costs $\tau\ln10=155$ ps. The difference between the columns stays at 0.4 ps because it arises near the end of the growth, which all three cases share.

The value chosen for $D_f$ matters. If the difference must reach 1.08 V, which is 90\% of the supply, the linear formula gives 161 ps but the nonlinear model needs 181 ps. At that point the falling node is at about 0.06 V and the gate of its n-channel device at 1.14 V. In strong inversion the current is $\beta[(V_G-V_T)V_D-nV_D^2/2]$, or 0.04 mA, whereas the linear law would supply $0.298\times0.54=0.16$ mA. The transistor has left saturation and can no longer keep up with exponential growth.

Output conductance and a capacitance $C_m$ between the nodes can be restored together. Node 1 then obeys
\begin{equation}
C\frac{dV_1}{dt}+C_m\frac{d(V_1-V_2)}{dt}=-g_m(V_2-V_M)-g_o(V_1-V_M),
\end{equation}
and node 2 obeys the same equation with the indices exchanged. In the difference of the two, the coupling term appears twice:
\begin{equation}
(C+2C_m)\frac{dD}{dt}=(g_m-g_o)D,\qquad \tau'=\frac{C+2C_m}{g_m-g_o}.
\end{equation}
The factor two arises because the nodes move in opposite directions. A small difference grows only if $g_m>g_o$; if $g_m<g_o$ it dies away. For $C_m=1.6$ fF, $2C_m/C=0.16$, and the nonlinear time rises by 16\%.

For output conductance, each drain current is multiplied by $1+\lambda(V_D-V_{DD}/2)$ with $\lambda=0.2\ {\rm V^{-1}}$. This gives $g_o/g_m=0.021$, so $\tau'$ is 2.2\% longer, yet the nonlinear time rises by 2.9\%. The square law explains the excess. Let $a=V_{DD}/2-V_T$, and let the input be $y$ above balance and the output $y$ below. Then
\begin{align}
I&=\frac{\beta}{2n}\left[(a-y)^2(1+\lambda y)-(a+y)^2(1-\lambda y)\right]\nonumber\\
&=-\frac{\beta}{2n}\left[4ay-2\lambda y(a^2+y^2)\right].
\end{align}
The relative loss of current is $\lambda(a^2+y^2)/(2a)$. It doubles between balance and the end of the linear range at $y=a$, so the value at balance understates the delay.

An input offset acts differently. Suppose mismatch makes the inverter driving node 1 respond to $V_2+V_{os}$. An extra current $-g_mV_{os}$ enters the equation for $V_1$, and
\begin{equation}
\tau\frac{dD}{dt}=D-V_{os},\qquad t=\tau\ln\frac{D_f-V_{os}}{D_0-V_{os}}.
\end{equation}
The second form follows because $D-V_{os}$ grows as $e^{t/\tau}$. A positive offset opposes a positive signal. With $V_{os}=10$ mV the formula gives 99.5 ps and the nonlinear model 99.1 ps. If $V_{os}>D_0$, the difference moves the other way and the latch decides wrongly; waiting longer does not help.

Nor is a real latch switched on at once. If $g_m$ rises linearly to its full value in a time $t_r$, with the balance point unchanged, then for $t>t_r$
\begin{equation}
\ln\frac{D}{D_0}=\frac{1}{C}\int_0^t g_m(t')\,dt'=\frac{t-t_r/2}{\tau}.
\end{equation}
The ramp adds $t_r/2$, provided that the decision falls after its end. A 50 ps ramp lengthens 94 ps to 119 ps. If instead the two supply rails of the latch are moved apart linearly from $V_M$, $g_m$ stays small until they are about $2V_T$ apart, and the added delay is a larger part of the ramp. For this latch it is about $0.8t_r$ if the body of each transistor follows its source, and about $0.85t_r$ if the bodies stay at the final supply voltages, again provided that the decision falls after the end of the ramp, which here means $t_r$ up to about 500 ps.

Wear of the ferroelectric film enters through $D_0$. If 70\% of the polarization remains and the reference is readjusted to the midpoint, the time grows by $\tau\ln(1/0.7)=24$ ps, to 118 ps. If the reference stays where it was, a stored one loses more. The separation of the levels falls to $1.4D_0$, of which $D_0$ lies below the reference, so a signal of $0.4D_0$ remains and the time becomes about 156 ps.

Thermal noise sets a floor to the useful signal. If each node is in thermal equilibrium when it is isolated, equipartition gives it a voltage variance $k_BT/C$. For two independent nodes the difference has an rms value $\sqrt{2k_BT/C}=0.64$ mV. This is small beside 98.7 mV, but it exceeds the 0.1 mV in the table, so the 557 ps found there is not the time of a reliable decision. Even at 1 mV, Gaussian noise of this size reverses the sign of the difference in about 6\% of cases. Noise of the transistor channels and charge injected by the switches are not included.

The parameters are rough values for a hafnia capacitor of about 10 nm and a silicon latch with a 1.2 V supply. The plate pulse is larger than that supply and needs its own driver. It puts 2.5 MV/cm across the film at first and 2.3 MV/cm after a stored one has switched, against a rough breakdown field of 4 MV/cm, so the margin is not large. Complete reversal of the polarization at this field is assumed; partial switching would reduce $D_0$ in the same way as wear. In the transistors, the assumption that costs most here is the neglect of velocity saturation. It is modelled by dividing the current by $1+2U_TL(v_p/2U_T)/V_c$, where $V_c=2v_{\rm sat}\ell/\mu$. For channel length $\ell=0.2\ \mu$m, mobility $\mu=300\ {\rm cm^2/Vs}$ and $v_{\rm sat}=10^7$ cm/s, $V_c=1.33$ V. The nonlinear time for a stored one then rises by 20\% at fixed $\beta$. Electron values were used for both devices; the lower mobility of holes would give a larger $V_c$ and a smaller effect in the p-channel device.

Operation at 358 K brings two opposing changes. Let $\beta$ fall as $T^{-3/2}$ and $V_T$ fall by 1 mV/K. The first factor is 0.77, while $V_{DD}-2V_T$ grows by a factor 1.29, and the two nearly cancel. The time rises by 0.9\% with $D_f$ held at 0.4 V. This near cancellation belongs to the chosen coefficients: if $V_T$ fell by only 0.5 mV/K the time would rise by 14.4\%, and if it fell by 2 mV/K the time would drop by 18.5\%. With output conductance, coupling capacitance, velocity saturation, offset and the higher temperature all present, and $V_c$ held at its 300 K value, the nonlinear time is 150 ps, 60\% above that of the ideal nonlinear latch. If a difference of 0.4 V is enough for the next stage, a timing budget for this circuit should therefore start from 150 ps rather than 94 ps, and add the turn-on delay and a margin for weak cells and for the spread of the offset: an opposing offset of 30 mV instead of 10 mV raises the 150 ps to 171 ps. If the output must come close to the supply levels, the time for the further growth has to be added as well. From 0.4 V to 1.08 V this is already 88 ps in the ideal nonlinear latch, and about twice as long with the other effects present. The switching of the film, the settling of the bit lines and the rewriting of the cell take further time, which this calculation does not cover.
